\section*{Bohm-Staver Sound Velocity from Static Electronic Screening, Tested on Sodium}

\section{The failure of unscreened ions}

If the ions of a metal are treated as a charged fluid in a rigid electron background, the metal has no longitudinal sound. A compression wave then oscillates at the ionic plasma frequency however long its wavelength. For sodium this gives a quantum of about $0.0022$ Ry at $q\to0$, where the frequency ought to vanish in proportion to $q$. The cure is to let the electrons screen the field of the ions. For long waves this gives
\begin{equation}
\omega=cq,\qquad c=v_F\sqrt{\frac{Zm}{3M}},
\label{bs}
\end{equation}
where $v_F$ is the Fermi velocity, $m$ the electron mass, and $Z$ and $M$ the charge number and mass of an ion.

Equation \eqref{bs} belongs to a model: point ions smeared into a cold fluid, and a degenerate electron gas that responds linearly, without exchange or correlation, to the total electrostatic potential (the random-phase approximation). Lattice structure and the finite size of the ion core are absent.

Rydberg atomic units are used: $\hbar=1$, $m=1/2$, $e^2=2$. Lengths are in bohr, energies in Ry, and velocities in bohr\,Ry$/\hbar$. An electron of wave number $k$ has energy $\varepsilon_k=k^2$, so $v_F=k_F/m=2k_F$. The ion mass must be in the same mass unit: $M$ is half the ion mass counted in electron masses. The mean electron density is $n=k_F^3/(3\pi^2)$, and neutrality fixes the ion density at $n/Z$.

\section{The bare ion mode}

Let the ions be displaced along $x$ by $u\,e^{iqx-i\omega t}$. To first order, continuity changes the ionic charge density, in units of $e$, by
\begin{equation}
\rho_q=-iqn\,u .
\label{cont}
\end{equation}
Let $V$ be the electrostatic potential energy of an electron and $\delta n$ the change in electron density. Since $V=-e\phi$, Poisson's equation $\phi''=-4\pi e(\rho-\delta n)$ becomes $V''=4\pi e^2(\rho-\delta n)$, or
\begin{equation}
V_q=-\frac{4\pi e^2}{q^2}(\rho_q-\delta n_q).
\label{poisson}
\end{equation}
An ion has potential energy $-ZV$, so the force on it is $+Z\,\partial V/\partial x$, and
\begin{equation}
-M\omega^2u=iqZV_q .
\label{newton}
\end{equation}
With rigid electrons, $\delta n_q=0$. Inserting \eqref{cont} and \eqref{poisson} gives
\begin{equation}
-M\omega^2u=iqZ\left(-\frac{4\pi e^2}{q^2}\right)(-iqn\,u)
=-4\pi nZe^2u .
\end{equation}
The frequency is therefore independent of $q$:
\begin{equation}
\omega^2=\Omega^2=\frac{4\pi nZe^2}{M}.
\label{omega}
\end{equation}
The charge in a wave of given amplitude falls as $q$, but the field of a given charge density grows as $1/q$. The two factors cancel, and a finite restoring force survives at infinite wavelength.

\section{Screening the mode}

Suppose the electrons adjust to the instantaneous ion positions. Write their linear response as $\delta n_q=-\Pi(q)V_q$, with $\Pi>0$ because electrons gather where their potential energy is low. Equation \eqref{poisson} becomes
\begin{equation}
V_q\left(1+\frac{4\pi e^2}{q^2}\Pi\right)=-\frac{4\pi e^2}{q^2}\rho_q .
\end{equation}
The right side is the potential of the ions alone. It is divided by
\begin{equation}
\epsilon(q)=1+\frac{4\pi e^2}{q^2}\Pi(q),
\label{eps}
\end{equation}
and so is the force in \eqref{newton}. Hence
\begin{equation}
\omega^2=\frac{\Omega^2}{\epsilon(q)} .
\label{screened}
\end{equation}

\subsection{The static response}

Take a real perturbation $V_qe^{i\mathbf q\cdot\mathbf r}+V_q^*e^{-i\mathbf q\cdot\mathbf r}$. To first order, the plane wave $\mathbf k$ acquires the amplitude $V_q/(\varepsilon_k-\varepsilon_{k+q})$ of the wave $\mathbf k+\mathbf q$ and $V_q^*/(\varepsilon_k-\varepsilon_{k-q})$ of the wave $\mathbf k-\mathbf q$. Here $\varepsilon_{k\pm q}$ means the energy at $\mathbf k\pm\mathbf q$. In the squared wave function, the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ is the first amplitude plus the complex conjugate of the second:
\begin{equation}
\frac{V_q}{\varepsilon_k-\varepsilon_{k+q}}+\frac{V_q}{\varepsilon_k-\varepsilon_{k-q}} .
\end{equation}
Summed over the Fermi sphere, the two terms are equal, as $\mathbf k\to-\mathbf k$ shows. With a factor 2 for spin,
\begin{equation}
\Pi(q)=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{\varepsilon_{k+q}-\varepsilon_k}.
\end{equation}
If $\mathbf k+\mathbf q$ is also occupied, the state $\mathbf k'=-(\mathbf k+\mathbf q)$ lies in the same region and has $\mathbf k'+\mathbf q=-\mathbf k$. Its denominator is the negative of the first, so such pairs cancel. What remains is the region $k<k_F<|\mathbf k+\mathbf q|$, where the denominator is positive.

Let $k_z$ be the component along $\mathbf q$. The denominator is $q^2+2qk_z=q(q+2k_z)$, the same over a whole slice of fixed $k_z$. For $0<q<2k_F$ the allowed slices are of two kinds:
\begin{itemize}
\item For $-q/2<k_z<k_F-q$ the slice is a ring of area $\pi[(k_z+q)^2-k_z^2]=\pi q(q+2k_z)$. Divided by the denominator it gives $\pi$.
\item For $k_F-q<k_z<k_F$ it is a full disc of area $\pi(k_F^2-k_z^2)$.
\end{itemize}
The prefactor is $4\pi/(2\pi)^3=1/(2\pi^2)$, so
\begin{equation}
\Pi=\frac{1}{2\pi^2}\left[k_F-\frac q2+J\right],\qquad
J=\int_{k_F-q}^{k_F}\frac{k_F^2-k_z^2}{q(q+2k_z)}\,dk_z .
\end{equation}
Set $x=q/(2k_F)$ and $k_z=k_F(w-x)$. Then $q+2k_z=2k_Fw$, and $w$ runs from $1-x$ to $1+x$:
\begin{align}
J&=\frac{k_F}{2x}\int_{1-x}^{1+x}\frac{1-(w-x)^2}{2w}\,dw
=\frac{k_F}{2x}\int_{1-x}^{1+x}\left[\frac{1-x^2}{2w}+x-\frac w2\right]dw\nonumber\\
&=\frac{k_F}{2x}\left[\frac{1-x^2}{2}\ln\frac{1+x}{1-x}+2x^2-x\right]\nonumber\\
&=k_F\left[\frac{1-x^2}{4x}\ln\frac{1+x}{1-x}+x-\frac12\right].
\end{align}
Adding $k_F-q/2=k_F(1-x)$ gives, for $x<1$, the static Lindhard result (for $x>1$ the argument of the logarithm is replaced by its absolute value)
\begin{equation}
\Pi=\frac{k_F}{2\pi^2}F(x),\qquad
F(x)=\frac12+\frac{1-x^2}{4x}\ln\frac{1+x}{1-x}.
\label{lindhard}
\end{equation}
With $e^2=2$, equation \eqref{eps} reads
\begin{equation}
\epsilon(q)=1+\frac{k_{TF}^2}{q^2}F\!\left(\frac{q}{2k_F}\right),\qquad
k_{TF}^2=\frac{4k_F}{\pi}.
\label{epsF}
\end{equation}

\section{The sound velocity and its first correction}

For small $x$ the logarithm is $2x+2x^3/3+\dots$, so
\begin{equation}
F=\frac12+(1-x^2)\left(\frac12+\frac{x^2}{6}+\dots\right)=1-\frac{x^2}{3}+O(x^4).
\end{equation}
As $q\to0$, $\epsilon\to k_{TF}^2/q^2$. Equation \eqref{screened} becomes $\omega=(\Omega/k_{TF})q$, and
\begin{equation}
c^2=\frac{\Omega^2}{k_{TF}^2}
=\frac{8\pi nZ}{M}\,\frac{\pi}{4k_F}
=\frac{2\pi^2Z}{Mk_F}\,\frac{k_F^3}{3\pi^2}
=\frac{2Zk_F^2}{3M}.
\label{c2}
\end{equation}
Since $mv_F^2=\tfrac12(2k_F)^2=2k_F^2$, this is $c^2=Zmv_F^2/(3M)$, which is \eqref{bs}. Screening supplies the missing factor $q^2$: the longer the wave, the more nearly the electrons neutralize it.

To see how far the linear law reaches, keep the next order. With $x^2/3=q^2/(12k_F^2)$,
\begin{equation}
\omega^2=\frac{\Omega^2q^2}{q^2+k_{TF}^2F}
=\frac{c^2q^2}{1+q^2\left(\dfrac{1}{k_{TF}^2}-\dfrac{1}{12k_F^2}\right)+O(q^4)} .
\end{equation}
Taking the square root,
\begin{equation}
\omega=cq\left[1-bq^2+O(q^4)\right],\qquad
b=\frac12\left(\frac1{k_{TF}^2}-\frac1{12k_F^2}\right).
\label{bend}
\end{equation}
The first term in $b$ is incomplete neutralization at finite wavelength. The second is the weakening of the electronic response itself, which leaves the ions less screened and raises the frequency.

In code, the first form of $\omega^2$ above avoids the division by $q^2$ in $\epsilon$, which matters only at $q=0$ itself; at small nonzero $q$ it and $\Omega^2/\epsilon$ are equally accurate, and the error comes from $F$. In $F$, the rounding error of the logarithm is divided by $x$, so for very small $x$ the series should replace the closed form.

\section{Why a static dielectric function suffices}

The ions move at frequency $\omega$, so the electrons see a potential that changes in time. For long waves and no collisions, their distribution $f$ obeys the linearized kinetic equation
\begin{equation}
-i(\omega-\mathbf q\cdot\mathbf v)\,\delta f-iV_q\,\mathbf q\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}=0
\quad\Rightarrow\quad
\delta f=V_q\frac{\partial f_0}{\partial\varepsilon}\,
\frac{\mathbf q\cdot\mathbf v}{\mathbf q\cdot\mathbf v-\omega}.
\end{equation}
At zero temperature $\partial f_0/\partial\varepsilon$ is minus a delta function at the Fermi energy. With $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf v$, and $s=\omega/(qv_F)$, the static factor $F\to1$ is replaced by
\begin{equation}
L(s)=\frac12\int_{-1}^1\frac{\mu\,d\mu}{\mu-s}
=1+\frac s2\int_{-1}^1\frac{d\mu}{\mu-s}.
\end{equation}
A perturbation switched on gradually has $\operatorname{Im}s>0$. The quantity $\mu-s$ then stays in the lower half plane, where $\ln(-1-s)=\ln(1+s)-i\pi$. Therefore
\begin{equation}
L(s)=1-\frac s2\left[\ln\frac{1+s}{1-s}-i\pi\right]
=1+\frac{i\pi s}{2}+O(s^2).
\end{equation}
This expression is analytic near $s=0$ and so also serves for damped waves, $\operatorname{Im}s<0$. For $q\to0$ the mode condition is $\omega^2=c^2q^2/L$. Dividing by $q^2v_F^2$ and writing $s_0=c/v_F=\sqrt{Zm/(3M)}$,
\begin{equation}
s^2L(s)=s_0^2,\qquad
s=s_0L^{-1/2}=s_0\left[1-\frac{i\pi s_0}{4}+O(s_0^2)\right].
\label{damp}
\end{equation}
The correction is small because the ions are heavy: sound is much slower than the electrons that screen it. With the time factor $e^{-i\omega t}$, the negative imaginary part means decay. The energy goes to electrons whose velocity along $\mathbf q$ matches the wave. This damping result needs an electron mean free path much longer than the wavelength; the collisional regime is not treated here.

\section{Sodium}

The inputs are $Z=1$, mass number 23, and a rough measured density parameter $r_s=3.9$, the radius in bohr of a sphere holding one electron. The actual value runs from about $3.93$ at low temperature to $3.99$ at room temperature, so the last digits below belong to $r_s=3.9$ only: at $3.99$, $c$ falls by 2\%, $b$ becomes $0.636$ bohr$^2$, the speed with exchange and correlation $1.5$ km/s, and the core radius $1.75$ bohr. From $n=3/(4\pi r_s^3)=k_F^3/(3\pi^2)$,
\begin{equation}
k_F=\frac{(9\pi/4)^{1/3}}{3.9}=0.492,\qquad
v_F=2k_F=0.984,\qquad n=0.004025 .
\end{equation}
The ion mass is $M=20963$ in units where $m=1/2$. Then
\begin{align}
\Omega&=\sqrt{\frac{8\pi\times0.004025}{20963}}=0.002197\ \text{Ry},\\
k_{TF}&=\sqrt{\frac{4\times0.4921}{\pi}}=0.792\ \text{bohr}^{-1},\\
\frac{c}{v_F}&=\sqrt{\frac{0.5}{3\times20963}}=0.00282 .
\end{align}
The speed is $c=0.984\times0.00282=0.002775$ bohr\,Ry$/\hbar$, or $3.0$ km/s. The rough measured longitudinal speed is 3 km/s; in a single crystal it depends on direction, from somewhat below 3 to about 3.5 km/s at room temperature.

The bend coefficient is $b=0.626$ bohr$^2$. With the full static response, $\omega/(cq)$ is $0.9985$ at $q=0.1k_F$ and $0.964$ at $q=0.5k_F$, so within this model the linear law is still good to 4\% at the larger value. For $q\to0$ the imaginary part of the frequency is $-0.0022$ of $cq$, as \eqref{damp} predicts (it shrinks to $-0.0019$ at $q=0.5k_F$), and the real part shifts by less than $10^{-5}$ of $cq$. Static screening is thus a very good approximation in the collisionless regime. At room temperature the electron mean free path in sodium is only about 30 nm, so these damping figures apply to short-wavelength phonons, not to ultrasound. The larger doubts concern the jellium model.

\section{Is the agreement earned?}

\subsection{Sound as compression of the electron gas}

Let $v=1/n$ be the volume per electron and $E(v)$ the energy per electron. The bulk modulus is $B=v\,d^2E/dv^2$, and the mass density is $Mn/Z$. The speed set by compression alone is
\begin{equation}
c_B^2=\frac{B}{Mn/Z}=\frac{Z\,Bv}{M},\qquad Bv=v^2\frac{d^2E}{dv^2}.
\label{cb}
\end{equation}
For free electrons $E=\tfrac35k_F^2\propto v^{-2/3}$, so
\begin{equation}
Bv=\frac23\cdot\frac53\cdot\frac35k_F^2=\frac23k_F^2 ,
\end{equation}
and \eqref{cb} reproduces \eqref{c2}. In the Bohm-Staver picture the ions supply the inertia and the kinetic pressure of the electrons supplies the stiffness.

Exchange and correlation can be added to the response in the local-density approximation. An electron then feels $V_q+f\,\delta n_q$, where $f$ is the density derivative of the exchange-correlation potential. With $N=k_F/(2\pi^2)$ the long-wave value of $\Pi$ in \eqref{lindhard},
\begin{equation}
\delta n_q=-N(V_q+f\,\delta n_q)
\quad\Rightarrow\quad
\Pi=\frac{1}{1/N+f}.
\end{equation}
For $q\to0$, equations \eqref{omega}, \eqref{eps} and \eqref{screened} give $c^2=nZ/(M\Pi)=Zn(1/N+f)/M$. The first term is the kinetic one, $n/N=\tfrac23k_F^2$. For sodium the second is negative and lowers the speed from $3.0$ to $1.6$ km/s. Improving the electron gas alone therefore spoils the agreement.

\subsection{Lattice and ion core}

A model of the crystal shows what else is missing. To first order in an empty-core pseudopotential, the energy per electron of bcc sodium is
\begin{equation}
E=\frac35k_F^2-\frac{3k_F}{2\pi}+\varepsilon_c-\frac{\alpha}{r_s}+\frac{3r_c^2}{r_s^3}.
\label{model}
\end{equation}
The second term is the Hartree-Fock exchange energy of the uniform gas, and $\varepsilon_c$ is its Perdew-Wang correlation energy; both are taken as inputs. The fourth term is the electrostatic energy of point ions in a uniform background, for which an Ewald sum gives $\alpha=1.792$ Ry\,bohr. The last term arises because the attraction $-e^2/r$ is switched off inside the core radius $r_c$. For a uniform electron density this raises the energy per electron by
\begin{equation}
n\int_0^{r_c}\frac{e^2}{r}\,4\pi r^2dr=4\pi nr_c^2=\frac{3r_c^2}{r_s^3}.
\end{equation}
Requiring zero pressure at $r_s=3.9$ gives $r_c=1.70$ bohr, so no elastic data enter.

A term $E_p\propto r_s^{-p}\propto v^{-p/3}$ contributes $\tfrac p3(\tfrac p3+1)E_p$ to $Bv$. The lattice term, for example, gives $-\tfrac49\times1.792/3.9=-0.204$ Ry. The contributions are
\begin{center}
\begin{tabular}{lr}
Contribution to $Bv$ & Ry\\
kinetic & $0.161$\\
exchange and correlation & $-0.117$\\
lattice electrostatics & $-0.204$\\
ion core & $0.292$\\
total & $0.132$
\end{tabular}
\end{center}
The three terms omitted from \eqref{bs} add up to $-0.029$ Ry, although each is more than $0.11$ Ry in size. The total gives $c_B=2.7$ km/s, which is $0.91$ of the Bohm-Staver speed. In this model the closeness of the compressional speed of sodium to \eqref{bs} rests on a cancellation.

Mechanical equilibrium alone does not enforce that cancellation. Neglect correlation, and let $K$, $C$ and $R$ be the kinetic ($p=2$), Coulomb plus exchange ($p=1$) and core ($p=3$) energies. Zero pressure means $2K+C+3R=0$, so
\begin{equation}
Bv=\frac{10K+4C+18R}{9}=\frac{2K+6R}{9},\qquad
\frac{Bv}{(Bv)_{\rm kin}}=\frac{2K+6R}{10K}=\frac15\left(1+\frac{3R}{K}\right).
\end{equation}
The ratio is 1 if $R=\tfrac43K$, which is a condition on the core size. Together with zero pressure it requires $C=-6K$, which for a monovalent bcc metal holds only at $r_s\approx4.9$. The core energy behind the table was fixed with correlation included, so it cannot be used here. Without correlation, sodium at $r_s=3.9$ has $K=0.9\times0.161=0.145$ Ry and $C=-3k_F/(2\pi)-\alpha/r_s=-0.694$ Ry. Zero pressure then gives $R=-(2K+C)/3=0.135$ Ry, hence a ratio of about $0.76$. The full model, with correlation, has $0.132/0.161=0.82$. A metal with a different ratio of core to kinetic energy need not follow \eqref{bs} as closely.

The comparison with experiment has limits of its own. The longitudinal speed of a solid also contains shear stiffness, which $c_B$ omits, and it is not small: the lattice electrostatics of \eqref{model} under shear raises the longitudinal speed to about $2.9$, $3.6$ and $3.8$ km/s along [100], [110] and [111]. Equation \eqref{model} also leaves out the second-order response to the pseudopotential. Including it and refitting to zero pressure moves $r_c$ to about $1.9$ bohr, adds about $-0.08$ Ry to $Bv$, raises the core term to about $0.37$ Ry, and gives $c_B=2.8$ km/s; the cancellation persists, but the table is not good to the digits shown for the real metal. The rounded 3 km/s cannot decide between $2.7$ and $3.0$ km/s. The like-for-like comparison is the bulk modulus: $9.6$ GPa for the free gas and $7.8$ GPa for \eqref{model}, against a measured value of roughly 6.5 to 7.5 GPa depending on temperature. Equation \eqref{bs} is best used as an estimate of scale, or as the exact long-wave limit against which an implementation of this jellium model with static screening is checked (with dynamic screening the limit carries the small correction \eqref{damp}). The numerical check does the latter by computing the force on displaced ions from a nonlinear Thomas-Fermi-Poisson solution.

\section*{Values computed for the example and the checks}
\begin{verbatim}
SODIUM: INPUTS
ion charge number Z = 1
ion mass = 23 u (mass number)
rough measured rs = 3.9 bohr
rough measured longitudinal speed = 3 km/s
SCREENED ION MODE
ion mass M = 20963.2 Rydberg mass units (m = 1/2)
electron density n = 0.004025 bohr^-3
Fermi wave number kF = 0.4921 bohr^-1
Fermi energy = 0.2422 Ry
Fermi velocity vF = 0.9842 bohr Ry/hbar
Fermi velocity vF = 1076.5 km/s
bare ion plasma energy = 0.002197 Ry
Thomas-Fermi wave number kTF = 0.7915 bohr^-1
speed ratio c/vF = 0.002820
Bohm-Staver speed c = 0.002775 bohr Ry/hbar
Bohm-Staver speed c = 3.035 km/s
LIMITS OF THE SOUND LAW
bend coefficient = 0.6260 bohr^2
omega/(c q) at q = 0.1 kF: 0.998488
omega/(c q) at q = 0.5 kF: 0.9643
dynamic root, real part/s0 = 0.9999917
dynamic root, imaginary part/s0 = -0.002215
BCC EMPTY-CORE MODEL
lattice constant alpha = 1.791859 Ry bohr
core radius from zero pressure = 1.6989 bohr
Bulk modulus times volume per electron:
  kinetic = 0.16144 Ry
  exchange and correlation = -0.11691 Ry
  lattice electrostatics = -0.20420 Ry
  ion core = 0.29196 Ry
  sum of the three omitted terms = -0.02916 Ry
  total = 0.13228 Ry
speed, kinetic term only = 3.035 km/s
speed, kinetic + exchange-correlation = 1.594 km/s
speed, full model sqrt(B/density) = 2.748 km/s
full-model speed / Bohm-Staver speed = 0.9052
\end{verbatim}
